\section*{Two absolute potentials of the hydrogen electrode and the implied surface potential, part 2}

The standard hydrogen electrode is a metal M in an aqueous solution of unit proton activity, in equilibrium with H$_2$ gas. Two values of its absolute potential are adopted as data: 4.44 V, for proton transfer from just outside the surface, and 4.28 V, from a cluster-extrapolated solvation free energy read as free of any surface term. It remains to find (c) the implied solvation free energies, also at equal concentration, and the surface potential $\chi$, and (d) the surface dipole density and molecular alignment that $\chi$ requires.

The algebra is in atomic units, numbers in eV and \AA. Conditions are $T=298.15$ K, ideal gases at $p^\circ=1$ bar and an ideal solution at $c^\circ=1$ mol/L. The reference electron is at rest, $G_e=0$. The outer potential $\psi$ is that just outside the solution; the inner potential is $\phi=\psi+\chi$. With $\tilde\mu_e$ the Fermi level of M and $\alpha$ the real solvation free energy,
\begin{equation}
\tilde\mu_{\mathrm{H^+}}=\mu^\circ_{\mathrm{H^+}}+\psi+\alpha .
\label{eq:proton}
\end{equation}
\begin{align}
E_{\mathrm{real}}&\equiv(G_e-\psi)-\tilde\mu_e \nonumber\\
&=G_e-\psi-\tfrac12\mu^\circ_{\mathrm{H_2}}+\mu^\circ_{\mathrm{H^+}}+\psi+\alpha \nonumber\\
&=\underbrace{\mu^\circ_{\mathrm{H}}-\tfrac12\mu^\circ_{\mathrm{H_2}}}_{\Delta G_{\mathrm{at}}}
+\underbrace{\mu^\circ_{\mathrm{H^+}}-\mu^\circ_{\mathrm{H}}}_{\Delta G_{\mathrm{ion}}}+\alpha+G_e .
\label{eq:cycle}
\end{align}
The intrinsic solvation free energy $\mu_s$ satisfies $\alpha=\mu_s+\chi$, and
\begin{equation}
E_{\mathrm{int}}\equiv(G_e-\phi)-\tilde\mu_e=E_{\mathrm{real}}-\chi
=\Delta G_{\mathrm{at}}+\Delta G_{\mathrm{ion}}+\mu_s+G_e .
\label{eq:int}
\end{equation}
Also $E_{\mathrm{real}}=W_M+\psi_M-\psi$, with $W_M$ the work function of M and $\psi_M$ the potential just outside it.

For an ideal gas with ground level $\varepsilon_0$ and internal sum $q_{\mathrm{int}}$,
\begin{equation}
\mu^\circ=\varepsilon_0+g,\qquad g=-k_BT\ln\frac{q_{\mathrm{int}}}{n^\circ\Lambda^3}.
\label{eq:ideal}
\end{equation}
Here $\Lambda^{-3}=(mk_BT/2\pi)^{3/2}$ (subscript $p$ for the proton, $e$ for the electron), $k_BT=0.025693$ eV and $n^\circ=p^\circ/k_BT=2.4293\times10^{-5}$ \AA$^{-3}$.

The gas-phase legs sum to $\Delta G_{\mathrm{gas}}=\Delta G_{\mathrm{at}}+\Delta G_{\mathrm{ion}}=2.1067+13.6161=15.7228$ eV, carried on as 15.72 eV; the second decimal rests on a basis-set extrapolation of the H$_2$ energy.

\subsection*{(c) Inverting the cycle}

Solving \eqref{eq:cycle} and \eqref{eq:int} with $G_e=0$,
\begin{align}
\alpha&=4.44-15.72=-11.28\ \mathrm{eV}\quad(-1089\ \mathrm{kJ/mol}),\nonumber\\
\mu_s&=4.28-15.72=-11.44\ \mathrm{eV}\quad(-1104\ \mathrm{kJ/mol}),\nonumber\\
\chi&=\alpha-\mu_s=4.44-4.28=+0.16\ \mathrm{V}.
\end{align}
The interior is positive relative to the outside, so a proton pays 0.16 eV on crossing and the real solvation is the less negative one. The absolute potential is a remainder: solvation returns all but 4.44 eV of the 15.72 eV spent in the gas. An error of 1\% of $\alpha$, 0.11 eV, is therefore already about 70\% of the gap between the two data.

These values are for 1 bar gas and 1 mol/L solution. In an ideal solution of number density $c$, write $\tilde\mu_{\mathrm{H^+}}=k_BT\ln(c\Lambda_p^3)+\alpha^*+\psi$, which has the translational term of \eqref{eq:ideal} and defines $\alpha^*$ as the transfer work at equal concentration. The gas has $\mu^\circ_{\mathrm{H^+}}=k_BT\ln(n^\circ\Lambda_p^3)$. Inserting both in \eqref{eq:proton} at $c=c^\circ$,
\begin{equation}
\alpha=\alpha^*+k_BT\ln\frac{c^\circ}{n^\circ},\qquad
\frac{c^\circ}{n^\circ}=\frac{6.0221\times10^{-4}}{2.4293\times10^{-5}}=24.790 ,
\end{equation}
and the term is $0.025693\times3.2104=0.0825$ eV, the work of compression. Thus $\alpha^*=-11.283-0.0825=-11.365$ eV and $\mu_s^*=-11.443-0.0825=-11.525$ eV, where the third decimal only carries the arithmetic. The term is about half of the gap, so a starred and an unstarred value must not be mixed.

Away from standard conditions $\tilde\mu_{\mathrm{H^+}}$ gains $k_BT\ln(c/c^\circ)$ and $\tfrac12\mu_{\mathrm{H_2}}$ gains $\tfrac12k_BT\ln(p/p^\circ)$, so \eqref{eq:cycle} becomes the Nernst equation $E=E_{\mathrm{real}}+k_BT\ln\mathcal Q$ with $\mathcal Q=(c/c^\circ)/\sqrt{p/p^\circ}$, valid for ideal phases. The program minimizes the free energy of a finite gas volume, a finite solution volume at potential $\psi+\chi$ and an electron reservoir over the number of dissolved protons. It finds $\mathcal Q=1.00000$ at $E_{\mathrm{real}}$ and $0.10000$ when $E$ is lowered by $k_BT\ln10=0.0592$ eV. Since $\mu_s^*$ and $\chi$ are inputs there, this tests the signs and the standard-state term, not the value of $\chi$.

The reading $\chi=0.16$ V holds under two conditions. Both data must share the standard states and the electron convention (Variation 1). The cluster-based solvation energy must contain no surface term; clusters have surfaces of their own, so this is an extrathermodynamic assumption and not a consequence of the cycle. If either condition fails, 0.16 V is only the difference of two adopted numbers. Even when both hold, an error in one datum enters $\chi$ in full, and only an error common to both cancels.

\subsection*{(d) The surface dipole}

Let $z$ be the outward normal, with the liquid at $z<0$, and let $\rho(z)$ be the laterally averaged charge density of a neutral surface layer. Poisson's equation is $\varphi''=-4\pi\rho$, and neutrality allows $\varphi'=0$ on both sides. Integrating by parts,
\begin{align}
\chi&=\varphi(-\infty)-\varphi(+\infty)=-\int\varphi'\,dz
=-\big[z\varphi'\big]_{-\infty}^{\infty}+\int z\,\varphi''\,dz\nonumber\\
&=-4\pi\int z\rho\,dz\equiv-4\pi m_z ,
\label{eq:dip}
\end{align}
where the boundary term vanishes with the field and $m_z$ is the outward dipole per area. In SI form $m_z=-\varepsilon_0\chi$, and $\chi=0.160$ V gives $m_z=-8.842\times10^{-4}$ $e$/\AA. The negative sign means positive ends inward. The program tests \eqref{eq:dip} by a direct Coulomb sum over 4000 discrete radial dipoles of this density on a sphere of radius 31.75 \AA. It finds 0.1600 V at half the radius and 0.0000 V at one and a half radii.

Suppose the whole step comes from one unscreened layer of point dipoles. A rough density of 1.0 g/cm$^3$ gives $n_w=0.0335$ \AA$^{-3}$ and an area $n_w^{-2/3}=9.63$ \AA$^2$ per molecule. The normal dipole per molecule is $-8.842\times10^{-4}\times9.63=-0.0085$ $e$\AA. An isolated water molecule at the HF/aug-cc-pVDZ level (round geometry 0.96 \AA, 105$^\circ$) has $d=0.415$ $e$\AA, so $\langle\cos\theta\rangle=-0.0085/0.415\approx-0.02$. The dipole is not converged to these digits (0.412 $e$\AA\ at HF/aug-cc-pVTZ, 0.385 $e$\AA\ at CCSD/aug-cc-pVDZ), but the ratio stays at $-0.02$. In this model the gap between the two scales needs a net alignment of only 2\% of a fully ordered layer, with hydrogens slightly favouring the liquid. The model omits polarization, deeper layers and the second-moment term of Variation 2, so the estimate gives a size and does not establish the orientation.

\section*{Variation 1: the electron as a gas at 1 bar}

\emph{Find $G_e$ and the two potentials if the reference electron is an ideal gas at $p^\circ$ and $T$.}

With Boltzmann statistics, \eqref{eq:ideal} applies with $q_{\mathrm{int}}=2$ and $\Lambda_e=43.17$ \AA. Then $n^\circ\Lambda_e^3/2=2.4293\times10^{-5}\times43.17^3/2=0.977$ and $G_e=k_BT\ln0.977=-0.0006$ eV. This is close to the electron at rest only because the argument happens to be near one at this $T$ and $p^\circ$. The same fact makes the gas degenerate, so the condition for Boltzmann statistics, $n^\circ\Lambda_e^3\ll1$, fails, and its error has to be found from the Fermi--Dirac result below.

For fermions $pV=k_BT\sum\ln(1+e^{\eta-\varepsilon/k_BT})$ with $\eta=\mu/k_BT$. The number of states per volume below $\varepsilon$, with two spins, is $2\cdot\tfrac{4\pi}{3}P^3/(2\pi)^3=(2\varepsilon)^{3/2}/3\pi^2$. Integrating by parts moves the derivative onto the logarithm, whose derivative is $-1/k_BT$ times the Fermi function:
\begin{equation}
p=\int_0^\infty\frac{(2\varepsilon)^{3/2}}{3\pi^2}\frac{d\varepsilon}{e^{\varepsilon/k_BT-\eta}+1}
=\frac{2k_BT}{\Lambda_e^3}f_{5/2},\qquad
f_{5/2}=\frac{1}{\Gamma(\frac52)}\int_0^\infty\frac{y^{3/2}\,dy}{e^{y-\eta}+1}.
\end{equation}
The prefactors agree because $2(2\pi)^{-3/2}/\Gamma(\frac52)=2^{3/2}/3\pi^2$ with $\Gamma(\frac52)=3\sqrt\pi/4$. The condition $p=p^\circ$ reads $f_{5/2}=0.977$. Since $1/(e^{y-\eta}+1)<e^{\eta-y}$, one has $f_{5/2}<e^\eta$, and $\mu$ lies above the Boltzmann value. The root is $\eta=0.1361$, so $\mu=0.025693\times0.1361=+0.0035$ eV from rest.

On the zero of part (a), an electron at rest, this $\mu$ is $G_e$. It lies 0.004 eV above the Boltzmann value and leaves both potentials unchanged to two decimals. A different bookkeeping, called here the Fermi--Dirac convention, counts instead from the same gas at $T=0$ and 1 bar. There the Fermi function is a step, $p^\circ=2^{3/2}\cdot\tfrac25E_F^{5/2}/3\pi^2$, so $E_F=(15\pi^2p^\circ/2^{5/2})^{2/5}=0.0412$ eV and
\begin{equation}
G_e=\mu(T)-E_F=0.0035-0.0412=-0.0377\ \mathrm{eV}.
\end{equation}
The Gibbs--Duhem relation $d\mu=-s\,dT$ at fixed $p$ requires this to equal $-\int_0^Ts\,dT'$, with $s$ the entropy per electron. The program tests this with $s$ computed from the occupations, and finds $-0.0377$ eV. Inserting this $G_e$ in \eqref{eq:cycle} and \eqref{eq:int}, whose zero is the electron at rest, treats the $T=0$ gas as if it were the electron at rest and so drops $E_F$. This is a choice of convention that places the reference level 0.0377 eV below rest; it is not the work of lifting an electron into the gas. With it the potentials become 4.402 V and 4.242 V, where the third decimal only carries the arithmetic, and $\chi$ is unchanged. Neither this shift nor the standard-state term reaches 0.16 V alone, but a comparison across conventions would give an apparent $\chi$ of $4.402-4.28=0.12$ V or $4.44-4.242=0.20$ V.

\section*{Variation 2: the space-averaged inner potential}

\emph{Take $\phi$ as the potential averaged over all space in the liquid. Find $\phi-\psi$ for randomly oriented molecules with no dipole layer.}

Average a neutral molecule over orientations about a chosen centre. The averaged density $\bar\rho(r)$ is spherical and neutral, so by Gauss's law its potential $\bar\varphi$ vanishes at radii that enclose all the charge; the electron density has no sharp edge, so $\bar\varphi$ decays with its tail. Using $\nabla^2r^2=6$ and Green's second identity, whose surface terms vanish with $\bar\varphi$,
\begin{equation}
\int\bar\varphi\,d^3r=\tfrac16\int\bar\varphi\,\nabla^2r^2\,d^3r=\tfrac16\int r^2\,\nabla^2\bar\varphi\,d^3r=-\frac{2\pi}{3}\sum qr^2 ,
\end{equation}
where $\sum qr^2=\int r^2\bar\rho\,d^3r$ runs over nuclei and electrons. Superposing $n_w$ unperturbed molecules per volume gives the Bethe term $\phi_B=-\tfrac{2\pi}3n_w\sum qr^2$, or $-n_w\sum qr^2/6\varepsilon_0$ in SI form. About the oxygen of the molecule in (d), $\sum qr^2=-3.677$ $e$\AA$^2$. With $\varepsilon_0=8.842\times10^{-4}/0.160=5.53\times10^{-3}$ $e$/(V\,\AA) from (d),
\begin{equation}
\phi_B=\frac{0.0335\times3.677}{6\times5.53\times10^{-3}}=3.7\ \mathrm{V}.
\end{equation}
The program tests the formula against radial quadrature of the spherically averaged potential of the molecule; both give 3.710 V. This is an HF/aug-cc-pVDZ value. HF/aug-cc-pVTZ gives 3.69 V and CCSD/aug-cc-pVDZ gives 3.88 V, so the number is good to about 0.2 V.

The value depends on the centre. Moving it by $\lambda\mathbf u$ along the unit dipole vector changes $\sum qr^2$ by $-2\lambda d$ for a neutral molecule, and $\phi_B$ by $+\tfrac{4\pi}3n_w\lambda d$. If the old centres fill $z<0$ at random orientation, the new centres of orientation $\mathbf u$ fill $z<\lambda u_z$. This is an excess of $n_w\lambda u_z$ molecules per area, each with normal dipole $du_z$, so $m_z=n_w\lambda d\langle u_z^2\rangle=n_w\lambda d/3$, and \eqref{eq:dip} adds $-\tfrac{4\pi}3n_w\lambda d$. The sum of Bethe and dipole terms is invariant.

Most of the 3.7 V resides close to the molecular centres. The part of the integral that comes from $r>R$ is 0.11 V for $R=1.55$ \AA, 0.035 V for $R=1.93$ \AA\ (the radius of a sphere with the volume per molecule) and 0.007 V for $R=2.5$ \AA. In this model a point charge that keeps the oxygen centres beyond $R$ feels only that part, yet the space-averaged definition would move the rest from $\mu_s$ into $\chi$ at fixed $\alpha$. The split $\alpha=\mu_s+\chi$ therefore depends on where in the liquid $\phi$ is sampled, and the 0.16 V of part (c) is the $\chi$ that belongs to the adopted $\mu_s$. Only $E_{\mathrm{real}}$ refers to a level outside the solution, which part (a) reaches from the work function of the metal, taken against the level outside the metal, by adding the Volta potential difference $\psi_M-\psi$. The program and its output follow.

\section*{Calculated quantities}
\begin{verbatim}
T (gas standard state 1 bar): 298.15 K
kT: 0.025693 eV
c0 (1 mol/L): 6.0221e-04 A^-3
gas density kT-ideal at 1 bar: 2.4293e-05 A^-3
reference bond length: 0.7408 A
HF TZ: -30.8294 eV
corr TZ: -1.0714 eV
HF QZ: -30.8430 eV
corr QZ: -1.0976 eV
E(H2) extrapolated: -31.9597 eV
half of QZ minus extrapolated: 0.0096 eV
Re: 0.7426 A
De: 4.7484 eV
omega_e: 0.5468 eV
Be: 0.007525 eV
Dunham a1, a2: -1.614, 1.894 (dimensionless)
ZPE DVR: 0.2706 eV
ZPE Dunham: 0.2706 eV
D0: 4.4778 eV
B0: 0.007324 eV
q_int(H2) sum, expansion: 1.9356, 1.9302 (dimensionless)
Lambda H2, H, e: 0.7122, 1.0071, 43.17 A
thermal G of H2: -0.3161 eV
thermal G of H: -0.2903 eV
thermal G of H+: -0.2724 eV
kT ln2: 0.0178 eV
ionization energy: 13.5983 eV
dG_at: 2.1067 eV = 203.3 kJ/mol
dG_ion: 13.6161 eV = 1313.8 kJ/mol
dG_gas: 15.7228 eV = 1517.0 kJ/mol
given E_real, E_int: 4.44, 4.28 V
alpha: -11.283 eV = -1089 kJ/mol
mu_s: -11.443 eV = -1104 kJ/mol
chi: 0.160 V
c0 kT/p0: 24.790 (dimensionless)
standard-state term: 0.0825 eV
alpha*, mu_s* (equal conc.): -11.365, -11.525 eV
G_e Boltzmann: -0.0006 eV
eta: 0.1361 (dimensionless)
mu_e Fermi-Dirac from rest: 0.0035 eV
E_F at 0 K, 1 bar: 0.0412 eV
G_e FD convention: -0.0377 eV
-int S dT: -0.0377 eV
E_real, E_int in FD conv.: 4.402, 4.242 V
kT ln10: 0.0592 eV
finite-system a/sqrt(p): 1.00000, shifted 0.10000 (dimensionless)
m_z outward: -8.842e-04 e/A
droplet: 4000 dipoles, radius 31.75 A
droplet inside, outside: 0.1600, 0.0000 V
water geometry: 0.96 A, 105 deg
water density (rough 1.0 g/cm3): 0.0335 A^-3
area per surface molecule: 9.63 A^2
water dipole HF: 0.415 e A
normal dipole per molecule: -0.0085 e A
mean cos(theta): -0.021 (dimensionless)
sum q r^2 about O: -3.677 e A^2
Bethe term formula, quadrature: 3.710, 3.710 V
\end{verbatim}
